# Exciton migration on random dopants: finite-size bias and sampling error

## A discrepancy that more samples do not remove

Three thousand periodic boxes, each with 40 dopants on 1000 lattice sites, give a mean emission yield of 0.5334. If each site is instead occupied independently with probability 4 %, boxes of the same size give 0.5288. Each mean has a standard error of 0.0014, so between unrelated samples the gap would be 2.3 standard errors, suggestive but not decisive. But both ensembles were drawn from the same random numbers, and the paired difference is 0.0046 ± 0.0007. It is a bias: the two ensembles have the same concentration and different yields.

This note gives two solvers for such boxes, a sparse master equation and kinetic Monte Carlo, and derives the size of this bias and of the sampling error it competes with.

## Model and conventions

Dopants sit on a simple cubic lattice of spacing \(a\), with occupied fraction \(x\). Distances are in units of \(a\), and times in units of the isolated-ion lifetime \(\tau\), so every dopant emits at rate 1. One excitation is present, starting on a uniformly chosen dopant. It hops from \(i\) to \(j\) at the dipole-dipole rate

\[
w_{ij}=w_{ji}=\left(\frac{R_D}{a\,r_{ij}}\right)^6\quad(r_{ij}\le r_c),\qquad h_i=\sum_j w_{ij}.
\]

The same neighbours quench it by cross relaxation, with a smaller radius \(R_X\):

\[
q_i=\kappa h_i,\qquad \kappa=(R_X/R_D)^6 .
\]

The example has \(a=0.40\) nm, \(x=0.04\), \(\tau=200\) µs, \(R_D=1.0\) nm, \(R_X=0.5\) nm and a cutoff of 1.8 nm, or \(r_c=4.5\). Thus \(\kappa=1/64\), and a nearest neighbour gives \(w=2.5^6=244.1\) and a loss rate \(244.1/64=3.815\).

## Master equation

The occupation probabilities obey \(\dot p=-Ap\), with

\[
A_{ii}=1+q_i+h_i,\qquad A_{ij}=-w_{ij}.
\]

Since every site emits at rate 1, the yield is the time integral of the total occupation:

\[
\eta_c=\int_0^\infty \mathbf 1^Te^{-At}p(0)\,dt=\mathbf 1^TA^{-1}p(0).
\]

With \(p_i(0)=1/N\) and \(A\) symmetric, this is the mean of a vector \(u\):

\[
Au=\mathbf 1,\qquad \eta_c=\frac1N\sum_i u_i .
\]

Row \(i\) reads \(u_i=(1+\sum_jw_{ij}u_j)/(1+q_i+h_i)\): the next event is emission, or a hop after which the yield is \(u_j\), or quenching, which contributes zero. So \(u_i\) is the yield from site \(i\), and one linear solve covers every starting site.

Collecting each pair's terms gives

\[
v^TAv=\sum_i(1+q_i)v_i^2+\tfrac12\sum_{ij}w_{ij}(v_i-v_j)^2 .
\]

Hence \(A\) is positive definite with no eigenvalue below 1, and conjugate gradients apply. Let \(D\) be the diagonal of \(A\). Dropping the non-negative hop term,

\[
\frac{v^TAv}{v^TDv}\ge\min_i\frac{1+\kappa h_i}{1+(1+\kappa)h_i}>\frac{\kappa}{1+\kappa}.
\]

The last step holds because \((1+\kappa)(1+\kappa h)-\kappa[1+(1+\kappa)h]=1>0\). For the upper end, \(2D-A\) has the same quadratic form with \((v_i+v_j)^2\) in place of \((v_i-v_j)^2\). It is positive, so the ratio is below 2.

The condition number after diagonal scaling is therefore below \(2(1+\kappa)/\kappa=130\), whatever the box size. In 1000 boxes the scaled eigenvalues ran from 0.0184 to 1.9798, inside the bounds 0.0154 and 2. The standard conjugate-gradient bound on the relative error in the energy norm, \(2[(\sqrt{130}-1)/(\sqrt{130}+1)]^m\), falls to \(10^{-9}\) at \(m\approx122\) iterations. Without quenching this guarantee is lost: as \(\kappa\to0\) the lower bound becomes \(1/(1+h_{\max})\), which close pairs make small, so the solver may need more iterations.

Two limits bracket the result for given rates. Removing the hop term from \(A\) can only raise \(\mathbf 1^TA^{-1}\mathbf 1\), and the Cauchy-Schwarz inequality gives \(N^2\le(\mathbf 1^TA\mathbf 1)(\mathbf 1^TA^{-1}\mathbf 1)\). Since \(\mathbf 1^TA\mathbf 1=N(1+\bar q)\), with \(\bar q\) the mean of \(q_i\),

\[
\frac1{1+\bar q}\le\eta_c\le\frac1N\sum_i\frac1{1+q_i}.
\]

The right side is static quenching. The left is reached when migration is so fast that all dopants share the mean loss. An implementation can check both sides for every box.

## Kinetic Monte Carlo

A walk draws an exponential waiting time at the total rate of its site, then picks a channel in proportion to its rate.

```
build(box):
  for each offset d in half the cutoff sphere:
    record pairs (site, site + d), both occupied, periodic
  W = symmetric sparse matrix of w; h = row sums; q = kappa*h

master(box):
  solve (diag(1+q+h) - W) u = 1 by scaled CG
  return mean(u)

walk(box):
  i = random dopant; T = 0
  repeat:
    total = 1 + q[i] + h[i]
    T += exponential(mean = 1/total)
    s = uniform(0, total)
    if s < 1:        return emitted, T
    if s < 1 + q[i]: return quenched, T
    i = neighbour whose cumulative rate brackets s-1-q[i]
```

A hop is the next event with probability \(h_i/[1+(1+\kappa)h_i]<1/(1+\kappa)\). The chance of at least \(m\) hops is thus below \((1+\kappa)^{-m}\), and summing over \(m\ge1\) bounds the mean number of hops by \(1/\kappa=64\). The walks made 29.8 hops on average and 371 at most. Close pairs take many of them: on an isolated nearest-neighbour pair the mean is \(h/(1+\kappa h)=244.1/4.815=51\), none of which takes the excitation out of the pair.

Each walk offers two unbiased estimates of the yield: the emission flag (0 or 1) and the residence time \(T\), whose mean is \(\eta\) because the emission rate is 1 everywhere. The flag has variance \(\eta(1-\eta)\). For the time, with survival probability \(S(t)=\mathbf 1^Te^{-At}p(0)\),

\[
\langle T^2\rangle=2\int_0^\infty tS\,dt=2\,\mathbf 1^TA^{-2}p(0)=\frac2N\,|A^{-1}\mathbf 1|^2=2\langle u^2\rangle ,
\]

so its variance is \(2\langle u^2\rangle-\eta^2\). The time is the better estimator when \(2\langle u^2\rangle<\eta\); if all sites had equal yield, that would mean \(\eta<1/2\). Here the flag wins, 0.249 against 0.327. The walks themselves gave a residence-time variance of 0.327.

On the same 1000 boxes, with 50 walks each, Monte Carlo gave a yield of 0.5334 ± 0.0022 and the master equation 0.5327. The survival probability at 100 µs was 0.3795 from walks and 0.3772 from diagonalizing \(A\). A single exponential with the same mean time would give \(e^{-0.5/0.5327}=0.391\), so the decay is not a single exponential.

## Sampling error

Take \(K\) independent boxes and \(M\) walks in each. Given a box, the flags are independent with mean \(\eta_c\) and variance \(\eta_c(1-\eta_c)\). The law of total variance adds the scatter between boxes:

\[
\mathrm{Var}(\hat\eta)=\frac1K\left[\sigma^2+\frac{v}{M}\right],\qquad \sigma^2=\mathrm{Var}(\eta_c),\quad v=\langle\eta_c(1-\eta_c)\rangle .
\]

The master equation is the limit \(M\to\infty\): it removes \(v/M\) and leaves \(\sigma^2\), which belongs to the disorder. For \(M=50\) the bracket predicts 0.0107, and the variance between box means of the walks was 0.0100. Both numbers use the same 1000 boxes, so only the noise of the walks separates them. For normal noise the difference has standard deviation \(\sqrt{[4\sigma^2v/M+2(v/M)^2]/K}=0.0004\), or 4 %, so the 6 % gap is about 1.5 standard deviations.

If building a box costs as much as \(g\) walks, a budget \(C=K(g+M)\) gives

\[
C\,\mathrm{Var}(\hat\eta)=\left(\sigma^2+\frac vM\right)(g+M)=\sigma^2g+v+\sigma^2M+\frac{vg}{M}.
\]

Setting the derivative \(\sigma^2-vg/M^2\) to zero yields \(M^*=\sqrt{gv/\sigma^2}\). For boxes of edge 10, \(\sigma^2=0.00592\) and \(v=0.243\), so a chosen \(g=100\) gives \(M^*=64\). Further walks in the same box mostly remeasure that box.

How does \(\sigma^2\) depend on size? It is \(N^{-2}\) times the sum of the covariances of all \(u_i,u_j\). If correlations have finite range, each dopant contributes a bounded amount. Fixing the number of dopants adds a covariance of order \(1/V\) to every pair, which again sums to a bounded amount per dopant. Hence \(\sigma^2\propto1/V\) at leading order. From edge 10 to edge 20 the volume grows by 8, and \(\sigma^2\) fell by 9.4. With 400 large boxes the ratio is uncertain by some 7 or 8 %, so the excess is slightly over two standard deviations. It may be chance or a correction at 40 dopants; the data do not decide.

## The composition bias

Let \(\eta(x)\) be the mean yield per dopant when the \(V\) sites of the box are occupied independently. By translation symmetry, fix the starting dopant at one site. The number \(m\) of other dopants is then binomial on \(V-1\) sites. Let \(G(\rho)\) be the mean yield when exactly \(m=\rho(V-1)\) others are placed at random, and assume \(G\) is smooth. Since \(\rho\) has mean \(x\) and variance \(x(1-x)/(V-1)\),

\[
\eta(x)=\langle G(\rho)\rangle=G(x)+\frac{x(1-x)}{2(V-1)}G''(x)+O(V^{-2}).
\]

To this order \(G''\) may be replaced by \(\eta''\), so

\[
G(x)=\eta(x)-\frac{x(1-x)}{2(V-1)}\eta''(x)+O(V^{-2}).
\]

A box with exactly \(N=xV\) dopants has \(xV-1\) others, and therefore

\[
\rho=\frac{xV-1}{V-1}=x-\frac{1-x}{V-1}.
\]

Expanding \(G\) about \(x\) gives the bias of the fixed-number box relative to independent occupation of the same box:

\[
b(V)=G(\rho)-\eta(x)=-\frac{1-x}{V-1}\left[\eta'(x)+\frac x2\eta''(x)\right]+O(V^{-2}).
\]

The first term is self-exclusion. The starting dopant uses up one of the 40, so its surroundings have density \(39/999=0.0390\) instead of 0.0400. With fewer quenchers the yield rises. The second term comes from fluctuations. The quenching curve is convex here, so a fluctuating number of dopants raises the average yield; fixing the number removes that gain.

The derivatives come from yields of 0.7385, 0.5288 and 0.3988 at 2, 4 and 6 %. An isolated dopant has \(\eta(0)=1\), so a cubic for \(1/\eta\) is fixed by these four values. It gives \(\eta'=-8.3\) and \(\eta''=205\). For \(V=1000\),

\[
b=-\frac{0.96}{999}\,(-8.305+0.02\times205.4)=0.00798-0.00395=0.00403 .
\]

The measured paired difference is 0.0046 ± 0.0007. Because the two terms partly cancel, \(b\) is sensitive to the derivatives. Plain central differences of the same three yields give \(\eta'=-8.5\), \(\eta''=199\) and \(b=0.0043\).

A case without migration tests the law free of sampling noise. Let only the six nearest neighbours quench, with \(n\) of them occupied:

\[
\eta(x)=\sum_{n=0}^{6}\binom6n\frac{x^n(1-x)^{6-n}}{1+3.815\,n}.
\]

With a fixed number of dopants the binomial weights become hypergeometric, and both averages are finite sums. At \(V=1000\) the bias is 0.003484 and the law misses it by \(1.4\times10^{-5}\). Doubling \(V\) reduces the miss by a factor of 4.01, as a remainder of order \(V^{-2}\) requires.

Either subtract \(b\) or occupy sites independently. In the second case, average over dopants, not over box means: \(\sum_iu_i/(xV)\) has expectation \(\eta(x)\), whereas equal weight for every box favours dopants in sparse boxes. The count \(N\), whose mean \(xV\) is known, can then serve as a control variate. Subtract \(\beta(N-xV)\), with \(\beta\) the regression slope, as was done here.

## The wrap-around bias

Independent occupation leaves one difference from the infinite lattice: a far-travelling excitation meets periodic images. Until the walk has explored two images of one site, every newly read site is occupied with probability \(x\) in both systems, and the walks can be made identical. A walk whose largest displacement along any axis is \(\rho_w\) has read sites within \(\rho_w+4\), since the cutoff 4.5 spans 4 whole spacings. The walks agree while

\[
2(\rho_w+4)+1\le L .
\]

Call the first violation an exit. Let \(\eta_{\rm in}\) be the probability of emission before exit, the same in both systems. What follows an exit adds between 0 and \(P_{\rm exit}\) to the yield, so

\[
\eta_{\rm in}\le\eta_L,\eta_\infty\le\eta_{\rm in}+P_{\rm exit},\qquad|\eta_L-\eta_\infty|\le P_{\rm exit}.
\]

The argument was tested by enumerating every occupation of rings of 9 and 13 sites, with the start occupied, the others filled with probability 0.3, and hops of one or two sites at rates \(20/r^6\). Before an exit beyond distance 2, both rings give a yield of 0.805964 and an exit probability of 0.072851, equal to within \(10^{-11}\). The full yields differ by \(3\times10^{-6}\), so the bound can be very loose.

In three dimensions, 54,040 walks in boxes of edge 30 give exit probabilities of 0.17 for edge 20 and 0.015 for edge 30. At edge 10 any hop is an exit, and the bound says nothing useful. Direct comparison says more: the independent-occupation yield at edge 10 minus that at edge 30 is −0.0013 ± 0.0023. No wrap-around bias is resolved, though one of a few thousandths is not excluded.

## Which error dominates

The sampling error equals the composition bias at

\[
K^*=\frac{\sigma^2+v/M}{b^2}.
\]

At edge 10 the master equation reaches this point at \(0.00592/0.00403^2\approx364\) boxes; Monte Carlo with one walk per box needs about 15,000. At edge 20, where \(b=0.0005\), the numbers are about 2500 and 980,000. Since \(\sigma^2\propto1/V\), \(v\) is nearly constant and \(b^2\propto1/V^2\), \(K^*\) grows roughly as \(V\) for the master equation and as \(V^2\) for single walks. The less noisy solver meets the bias first.

Now compare nearly equal numbers of lattice sites. For the master equation, 3000 boxes of edge 10 have a sampling error of 0.0014 and a bias of 0.00403, together 0.0043 root mean square. Four hundred boxes of edge 20 have 0.0013 and 0.0005, together 0.0014. The sampling error hardly changes, because it depends on the total number of sites \(KV\); the bias falls eightfold. For fixed-number boxes with no correction applied, larger boxes are the better use of a fixed number of sites until \(b\) is well below the sampling error. Subtracting \(b\) or occupying sites independently removes this reason for larger boxes.

## Cost, stability and failure modes

Finding pairs costs a number of operations proportional to the number of dopants times \(r_c^3\). A matrix row holds about \(x\,4\pi r_c^3/3=15\) neighbours. With a bounded number of iterations, the solve is linear in the number of dopants, and many boxes can be stacked into one block-diagonal system.

A stacked solve has a single stopping test for all boxes. Since no eigenvalue of \(A\) is below 1, the error norm cannot exceed the residual norm. At a relative residual of \(10^{-9}\) and 120,000 dopants, no \(u_i\) is off by more than \(10^{-9}\sqrt{120000}=3.5\times10^{-7}\), apart from rounding. Box yields agreed with diagonalization to within \(10^{-6}\).

The box edge must be at least \(2\lfloor r_c\rfloor+1\), or a pair is counted through two images.

The cutoff causes an error that neither \(K\) nor \(V\) reduces. Extending it from 1.8 to 3.8 nm changed the yield by −0.0088, twice the composition bias at edge 10. First-order perturbation theory explains the size. From \(\delta(A^{-1})=-A^{-1}\,\delta A\,A^{-1}\),

\[
\delta\eta=-\frac1N\left[\sum_i\delta q_i\,u_i^2+\tfrac12\sum_{ij}\delta w_{ij}(u_i-u_j)^2\right].
\]

Treating distant dopants as a continuum, the added hop rate is

\[
\delta h=\frac{4\pi}{3}\,x\,(244.1)\left(\frac1{4.5^3}-\frac1{9.5^3}\right)=0.40,
\]

and \(\delta q=\delta h/64=0.0063\). The residence-time variance gives \(\langle u^2\rangle=(0.3272+0.5327^2)/2=0.3055\), hence \(\mathrm{Var}(u)=0.3055-0.5327^2=0.022\). If distant yields are uncorrelated, \(\delta\eta\approx-0.0063\times0.3055-0.40\times0.022=-0.011\). This estimate overshoots the measured change for two reasons. Yields of dopants just beyond the cutoff are still positively correlated, which reduces \((u_i-u_j)^2\) below its uncorrelated value. The next order, \(N^{-1}u^T\delta A\,A^{-1}\delta A\,u\), is also positive. Most of the effect is long hops carrying excitations from well-emitting sites to poor ones.

## Relation to a real material

The parameters are illustrative and not fitted to any compound. The model is meant for levels such as \(^1D_2\) of Pr³⁺ in an insulating crystal, where cross relaxation with ground-state neighbours quenches the emission. The chosen values correspond to a hop constant of \(5\times10^{-39}\) cm⁶/s, a cross-relaxation constant of \(8\times10^{-41}\) cm⁶/s and \(6\times10^{20}\) dopants per cm³. The edge-30 yield of 0.530 means a mean residence time of \(0.530\times200=106\) µs. Of the assumptions varied here, the pure dipole law at short range matters most. Multiplying all rates by \(1+1/r^2\), which doubles them at nearest neighbours, lowers the yield by 0.10 from 0.53. Impurity killers on 100 ppm of the sites, fed with the hop radius, lower it by 0.007 ± 0.001. Site energies of width 1 meV at 300 K cause no resolved change when they enter only through detailed balance. This does not show that such disorder is harmless in a crystal: detuned ions also lose spectral overlap, which slows the hops and is not included here. Dipole orientation, reabsorption and annihilation between excitations are left out, as is the true cation lattice. The uncertainty about a real crystal thus far exceeds both numerical errors; a change of the short-range law alone moves the first digit of the yield, so the digits quoted describe the model, not a material. The full set of values is in the numerical output below.

## Numbers as computed

```
lattice spacing 0.40 nm, dopant fraction 4 %
dopant density 6.250e+20 cm^-3
isolated-ion lifetime 200 us, temperature 300 K
hop radius 1.00 nm, cross-relaxation radius 0.50 nm
hop constant 5.00e-39 cm^6/s
cross-relaxation constant 7.81e-41 cm^6/s
rate cutoff 1.80 nm, kappa 0.015625
nearest-neighbour hop rate 244.1 per lifetime
nearest-neighbour cross relaxation 3.815 per lifetime
static test: exact bias 0.003484, law error 1.40e-05 (V=1000)
static test: law-error ratio V=1000 to V=2000: 4.013
rings of 9 and 13: yields 0.860423 0.860420
rings: yield before exit 0.805964, exit probability 0.072851
yield at dopant fraction 2 %, edge 10, independent: 0.7385
yield at dopant fraction 4 %, edge 10, independent: 0.5288
yield at dopant fraction 6 %, edge 10, independent: 0.3988
standard error of the yield at 4 %: 0.00139
slope eta' -8.305, curvature eta'' 205.4
edge 10, fixed number 40, 3000 boxes: yield 0.5334 +- 0.0014
composition bias edge 10: measured 0.00458 +- 0.00069
composition bias from law: edge 10 0.00403, edge 20 0.000504
edge 20, fixed number 320, 400 boxes: yield 0.5310 +- 0.0013
edge 30, independent, 50 boxes: yield 0.5301 +- 0.0018
mean residence time, edge 30: 106.0 us
edge 10 minus edge 30, independent: -0.0013 +- 0.0023
exit probability: edge 20 0.17478, edge 30 0.015489 (54040 walks)
scaled spectrum: 0.0184 to 1.9798, lower bound 0.0154
same 1000 boxes: master equation 0.5327, Monte Carlo 0.5334 +- 0.0022
survival at 100 us: diagonalization 0.3772, Monte Carlo 0.3795
mean hops per walk 29.8, largest 371
one-walk variance: emission 0.2489, residence time 0.3272
residence-time variance from walks 0.3274
between-box variance, 50 walks each: walks 0.01004, law 0.01066
Var(eta_c): edge 10 0.005920, edge 20 0.0006279, ratio 9.43
mean eta_c(1-eta_c): edge 10 0.2430, edge 20 0.2484
edge 10: boxes where sampling error = bias: master equation 364, one walk per box 15293
edge 20: boxes where sampling error = bias: master equation 2474, one walk per box 981067
best walks per box at setup cost 100 walks: 64.1, scan 64
yield of the 100 boxes used for neglected effects: 0.5295
yield change, cutoff 3.8 nm: -0.00879 +- 0.00008
yield change, site-energy width 1.0 meV (kT 25.85 meV): -0.000022 +- 0.000043
yield change, quadrupole equal to dipole at contact: -0.0987 +- 0.0003
yield change, killers at 100 ppm: -0.0071 +- 0.0009
```
